# Ewald energy of silicon's valence ions in a neutralizing background

## Problem

In a pseudopotential calculation for silicon, each atom is replaced by an ion of charge \(Z=4\) and four valence electrons. Provided that the cores are spherical and those of neighbouring atoms do not overlap, the ions repel one another as point charges. Their repulsion summed over an infinite crystal diverges, so a plane-wave calculation uses the energy of the ions together with a uniform negative background that makes each cell neutral.

Let a primitive cell of volume \(\Omega\) contain ions of charge \(Z_s\) at positions \(\boldsymbol\tau_s\), with total charge \(Q=\sum_s Z_s\). The background has charge density \(-Q/\Omega\). Hartree atomic units are used: the interaction of two unit charges at distance \(r\) is \(1/r\).

1. Estimate the electrostatic energy per cell for diamond silicon. Its lattice constant is about 10 bohr; as the input of the model, take \(a=10.26\) bohr.
2. Derive a rapidly convergent expression for the energy of any such cell, and evaluate it for silicon.
3. Compare the two results, and explain the sign of their difference.

The energy includes the ion–ion, ion–background and background–background interactions. It excludes the infinite energy of each point ion in its own field. The potential is taken to be periodic, so there is no macroscopic electric field.

## First estimate by scaling

Suppose that all lengths are multiplied by a factor \(\lambda\) at fixed ion charges. Every pair of charge elements then has its distance multiplied by \(\lambda\), and the background charge per cell stays the same. Every interaction energy is therefore divided by \(\lambda\). Every charge in the silicon problem is also proportional to \(Z\). Hence

\[
E=-C\,\frac{Z^2}{a},
\]

where \(C\) is a number fixed by the crystal structure. To estimate it, give each ion a sphere of background that carries charge \(-Z\). The diamond primitive cell has volume \(\Omega=a^3/4=270.01\) bohr³ and holds two ions, so the sphere radius \(R\) follows from

\[
\frac{4\pi R^3}{3}=\frac{\Omega}{2},\qquad
R=\left(\frac{3\Omega}{8\pi}\right)^{1/3}=3.182\ \text{bohr}.
\]

The background number density is \(n=3Z/(4\pi R^3)\). The ion at the centre interacts with it through

\[
-Z\int_0^R\frac{n}{r}\,4\pi r^2\,dr=-2\pi ZnR^2=-\frac{3Z^2}{2R}.
\]

To find the background's own energy, build the sphere up shell by shell. The charge already inside radius \(r\) has magnitude \(Zr^3/R^3\), and the next shell has magnitude \(3Zr^2dr/R^3\). Thus

\[
\int_0^R\frac{1}{r}\,\frac{Zr^3}{R^3}\,\frac{3Zr^2}{R^3}\,dr
=\frac{3Z^2}{R^6}\,\frac{R^5}{5}=\frac{3Z^2}{5R}.
\]

The sum is \(-9Z^2/(10R)\) per ion. A neutral spherical distribution has no field outside itself, so separate spheres would not interact. With this assumption,

\[
E_{\rm sphere}=-2\times\frac{9\times16}{10\times3.182}\approx-9.05\ \text{hartree per cell}.
\]

The assumption is not satisfied in diamond. Nearest neighbours are 4.443 bohr apart, which is less than \(2R=6.365\) bohr, so the spheres overlap. The estimate gives the scale of the energy, and its error has to come from the exact solution.

## Exact solution

### Energy and the choice of zero

The total charge density is

\[
\rho(\mathbf r)=\sum_{\mathbf R,s}Z_s\,\delta(\mathbf r-\boldsymbol\tau_s-\mathbf R)-\frac{Q}{\Omega},
\]

where \(\mathbf R\) runs over the lattice vectors. The potential obeys \(\nabla^2\phi=-4\pi\rho\). Half the charge times the potential, with each ion's own potential removed at its own position, gives

\[
E=\frac12\sum_s Z_s\lim_{\mathbf r\to\boldsymbol\tau_s}
\left[\phi(\mathbf r)-\frac{Z_s}{|\mathbf r-\boldsymbol\tau_s|}\right]
-\frac{Q}{2\Omega}\int_\Omega\phi\,d^3r .
\]

The factor \(1/2\) prevents double counting: half of the ion–background energy appears in each term. Adding a constant \(c\) to \(\phi\) changes the first term by \(Qc/2\) and the second by \(-Qc/2\), so \(E\) is unchanged. We may choose \(\phi\) to have zero mean. The second term then vanishes, although the background still acts through \(\phi\) in the first.

### Splitting the charge

At each ion, add and subtract a Gaussian cloud of charge \(Z_s\) and density \(Z_s g(r)\), where

\[
g(r)=\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2},\qquad \eta>0 .
\]

For a spherical density, write the potential of a unit cloud as \(u(r)/r\). Poisson's equation becomes \(u''=-4\pi r g\). The function \(u=\operatorname{erf}(\eta r)\) satisfies it, because

\[
u'=\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2},\qquad
u''=-\frac{4\eta^3r}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi r g(r).
\]

It also has \(u(0)=0\), so the potential is finite at the centre, and \(u(\infty)=1\), as a unit charge requires. An ion minus its cloud therefore has the potential \(Z_s\operatorname{erfc}(\eta r)/r\), with \(\operatorname{erfc}=1-\operatorname{erf}\). This falls off so fast that it can be summed directly over the lattice.

The remaining charge, clouds plus background, is smooth and is treated by Fourier series. Completing the square in each Cartesian direction gives

\[
\int g(r)e^{-i\mathbf G\cdot\mathbf r}d^3r=e^{-G^2/4\eta^2}.
\]

With \(S(\mathbf G)=\sum_s Z_s e^{-i\mathbf G\cdot\boldsymbol\tau_s}\), the Fourier coefficients of the smooth density for \(\mathbf G\ne0\) are \(S(\mathbf G)e^{-G^2/4\eta^2}/\Omega\). The Laplacian multiplies a plane wave by \(-G^2\), so

\[
\phi_{\mathbf G}=\frac{4\pi}{\Omega G^2}S(\mathbf G)e^{-G^2/4\eta^2}.
\]

At \(\mathbf G=0\) the density coefficient is \((Q-Q)/\Omega=0\). Poisson's equation then leaves the constant \(\phi_0\) free, and the zero-mean condition fixes it.

### The constant term

The short-ranged potentials do not have zero mean. Integrating the lattice sum over one cell is the same as integrating each ion's potential over all space. Integration by parts gives

\[
\int\frac{\operatorname{erfc}(\eta r)}{r}d^3r
=4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=4\pi\int_0^\infty\frac{r^2}{2}\,\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}dr
=\frac{\pi}{\eta^2},
\]

where the last step uses \(\int_0^\infty r^2e^{-\eta^2r^2}dr=\sqrt\pi/(4\eta^3)\). The mean of the short-ranged part is thus \(\pi Q/(\eta^2\Omega)\), and we need \(\phi_0=-\pi Q/(\eta^2\Omega)\).

### Collecting the energy

At ion \(s\), its own short-ranged potential minus its point-charge potential is

\[
Z_s\left[\frac{\operatorname{erfc}(\eta r)}r-\frac1r\right]
=-Z_s\frac{\operatorname{erf}(\eta r)}r
\longrightarrow-\frac{2\eta Z_s}{\sqrt\pi}\qquad(r\to0).
\]

In the Fourier part, \(\sum_sZ_se^{i\mathbf G\cdot\boldsymbol\tau_s}=S^*(\mathbf G)\), which turns \(S\) into \(|S|^2\). Multiplying every contribution by \(Z_s/2\) and summing over \(s\) gives the Ewald energy:

\[
\begin{aligned}
E={}&\frac12\sum_{s,s'}Z_sZ_{s'}{\sum_{\mathbf R}}'
\frac{\operatorname{erfc}(\eta d)}{d}
+\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2}e^{-G^2/4\eta^2}\\
&-\frac{\pi Q^2}{2\eta^2\Omega}
-\frac{\eta}{\sqrt\pi}\sum_sZ_s^2,
\qquad d=|\boldsymbol\tau_s-\boldsymbol\tau_{s'}+\mathbf R| .
\end{aligned}
\]

The prime omits \(\mathbf R=0\) when \(s=s'\). Since the same clouds were added and subtracted, \(E\) does not depend on \(\eta\). A larger \(\eta\) shortens the real-space sum and lengthens the reciprocal one.

### Diamond silicon

Take \(\eta=0.30\) bohr⁻¹. The two atoms are equivalent, because inversion through a bond centre exchanges them. The factor \(1/2\) therefore cancels the number of atoms, and a shell of \(N\) neighbours at distance \(d\) contributes \(Z^2N\operatorname{erfc}(\eta d)/d\) per cell.

| \(d\) (bohr) | \(N\) | Energy (hartree) |
|---:|---:|---:|
| 4.4427 | 4 | 0.856353 |
| 7.2549 | 12 | 0.055151 |
| 8.5071 | 12 | 0.006930 |
| 10.2600 | 6 | 0.000126 |

For the reciprocal sum, put one atom at the origin and the other at \(\boldsymbol\tau=a(1,1,1)/4\). Then

\[
|S|^2=Z^2\left|1+e^{-i\mathbf G\cdot\boldsymbol\tau}\right|^2
=2Z^2\left[1+\cos(\mathbf G\cdot\boldsymbol\tau)\right].
\]

The reciprocal vectors are \(\mathbf G=(2\pi/a)(h,k,l)\), with \(h,k,l\) all even or all odd, so \(\mathbf G\cdot\boldsymbol\tau=\pi(h+k+l)/2\). For all-odd indices the sum \(h+k+l\) is odd, the cosine is zero and \(|S|^2=2Z^2\). For (200) the cosine is \(-1\), and the two atoms cancel. For (220) it is \(+1\), and they add in phase.

| Shell | \(G^2\) (bohr⁻²) | Vectors | \(\lvert S\rvert^2/Z^2\) | Energy (hartree) |
|---|---:|---:|---:|---:|
| (111) | 1.1251 | 8 | 2 | 0.232582 |
| (200) | 1.5001 | 6 | 0 | 0 |
| (220) | 3.0002 | 12 | 4 | 0.001431 |
| (311) | 4.1253 | 24 | 2 | 0.000046 |

With \(Q=8\) and \(\sum_sZ_s^2=32\), the two constant terms are

\[
-\frac{\pi\times64}{2\times0.30^2\times270.0114}=-4.136902,
\qquad
-\frac{0.30\times32}{\sqrt\pi}=-5.416220
\]

in hartree. The listed shells and these constants add to \(-8.400504\) hartree. With both sums converged,

\[
E=0.918599+0.234058-4.136902-5.416220=-8.400465\ \text{hartree}.
\]

The energy is thus \(-8.400\) hartree, or \(-228.59\) eV, per primitive cell of two atoms. The conventional cubic cell contains four primitive cells and has \(-33.602\) hartree. The further decimals serve to check the sums; they say nothing about how accurately the model describes silicon.

### Two checks

The first check varies \(\eta\). For 0.25, 0.30, 0.40 and 0.55 bohr⁻¹ the total stays at \(-8.400465\) hartree. If the background term is left out, the result moves from \(-2.443\) to \(-7.170\) hartree over the same range. A dependence on \(\eta\) that remains after both sums have converged therefore reveals a missing or wrong term.

The second check avoids the Gaussian splitting. Replace every interaction \(1/r\) by \(e^{-\kappa r}/r\), whose integral over space is \(v_0=4\pi/\kappa^2\). The ion sum now converges directly. The ion–background energy is \(-Q^2v_0/\Omega\) and the background–background energy is \(+Q^2v_0/(2\Omega)\), which together give \(-2\pi Q^2/(\kappa^2\Omega)\).

To relate this energy \(E_\kappa\) to \(E\), note two changes. In Fourier space \(4\pi/G^2\) becomes \(4\pi/(G^2+\kappa^2)\). The self-potential to be removed becomes \(e^{-\kappa r}/r=1/r-\kappa+\dots\), which adds \(\kappa Z_s^2/2\) per ion. Using

\[
\frac1{G^2+\kappa^2}-\frac1{G^2}=-\frac{\kappa^2}{G^2(G^2+\kappa^2)},
\]

we obtain

\[
E_\kappa=E+\frac{\kappa}{2}\sum_sZ_s^2
-\frac{2\pi\kappa^2}{\Omega}\sum_{\mathbf G\ne0}
\frac{|S(\mathbf G)|^2}{G^2(G^2+\kappa^2)} .
\]

The last term contains even powers of \(\kappa\) when expanded for \(\kappa\) below the shortest nonzero \(G\). At \(\kappa=0.15\) bohr⁻¹ the direct sum gives \(-6.2687\) hartree. Subtracting the linear term, \(16\times0.15=2.4\) hartree, leaves \(-8.6687\) hartree. This is 0.27 hartree below the Ewald value, the gap being the last, negative term of the formula, which the extrapolation must remove. Five values of \(\kappa\), extrapolated with a polynomial in \(\kappa^2\), give \(-8.400466\) hartree, which agrees with the Ewald result to about \(10^{-6}\) hartree.

Silicon has equal charges and high symmetry, which could hide an error in the general formula. For a low-symmetry cell with charges 1, 2 and 3, the Ewald formula and the extrapolated direct sum both give \(-4.537894\) hartree. These values are in the numerical output.

## Comparison of the estimate with the solution

The sphere estimate, \(-9.050\) hartree, lies 0.649 hartree below the Ewald energy. The error is 7.7% of the magnitude of the Ewald energy. In terms of the structure constant, the estimate gives \(C=1.8\,a/R=5.80\), while the exact sum gives \(C=5.387\).

The sign of the difference can be derived by splitting the interaction in another way. Write \(1/r=f(r)+v(r)\), where \(v\) is now the interaction of two uniform unit-charge balls of radius \(R\) whose centres are a distance \(r\) apart. The steps that led to the Ewald formula give, for any such splitting with a short-ranged \(f\) and a finite \(v(0)\),

\[
\begin{aligned}
E={}&\frac12\sum_{s,s'}Z_sZ_{s'}{\sum_{\mathbf R}}'f(d)
+\frac1{2\Omega}\sum_{\mathbf G\ne0}|S(\mathbf G)|^2v_{\mathbf G}\\
&-\frac{Q^2}{2\Omega}\int f\,d^3r-\frac{v(0)}2\sum_sZ_s^2 ,
\end{aligned}
\]

where \(v_{\mathbf G}\) is the Fourier transform of \(v\). The Ewald case is \(v=\operatorname{erf}(\eta r)/r\).

For the balls, \(v_{\mathbf G}=4\pi b_G^2/G^2\), where \(b_G\) is the Fourier transform of one ball. At small \(G\), \(b_G=1-G^2\langle r^2\rangle/6+\dots\), and \(\langle r^2\rangle=3R^2/5\) for a uniform ball. Therefore

\[
\int f\,d^3r=\lim_{G\to0}\frac{4\pi(1-b_G^2)}{G^2}=\frac{4\pi R^2}{5}.
\]

Two coincident balls interact with twice the energy of one ball in its own field, so \(v(0)=6/(5R)\). With \(Q=2Z\) and \(\Omega=8\pi R^3/3\), the two constant terms become

\[
-\frac{4Z^2}{2}\,\frac{3}{8\pi R^3}\,\frac{4\pi R^2}{5}
-\frac{6}{10R}\,2Z^2
=-\frac{3Z^2}{5R}-\frac{6Z^2}{5R}=-\frac{9Z^2}{5R}.
\]

This is the sphere estimate for two ions. What it omits is the first two terms, and neither can be negative. The reciprocal term is a sum of squares. In the pair term \(f\ge0\), for the following reason. The potential of one unit ball at distance \(r\) from its centre is \(1/r\) outside and \((3R^2-r^2)/(2R^3)\) inside, and for \(r\le R\) the difference \(1/r-(3R^2-r^2)/(2R^3)=(R-r)^2(2R+r)/(2R^3r)\) is not negative. The potential of a ball therefore never exceeds that of a point charge at its centre. Replacing the first ball by a point charge can only raise the interaction with the second ball. That interaction is the potential of the second ball at the point, which by the same inequality is at most \(1/r\). Hence \(v\le1/r\). The estimate is thus a lower bound on the energy of two equal ions per cell, whatever their arrangement.

The same formula shows where the missing 0.649 hartree comes from. Balls that do not overlap interact as point charges, so \(f=0\) for \(r\ge2R=6.365\) bohr. In diamond the four nearest neighbours, at 4.443 bohr, lie inside this range, and the second neighbours, at 7.255 bohr, lie outside. The pair term therefore comes from the four bonds of each atom. The reciprocal term arises because the overlapping balls do not add up to a uniform density: charge is doubled in the bonds and absent from the open regions of the structure.

The scaling law itself holds for the exact energy. Stretching the lattice constant by a factor 1.1, with \(\eta\) still 0.30 bohr⁻¹, gives \(-7.636786\) hartree, and multiplying by 1.1 recovers \(-8.400465\) hartree. Since \(E\) is proportional to \(-1/a\), it decreases steadily on compression and has no minimum. The equilibrium lattice constant must come from its balance with the electronic terms.

## Place in the plane-wave total energy

The background is a way of grouping terms that diverge separately. With the screened interaction, and with \(Q\) valence electrons per cell, the \(\mathbf G=0\) Coulomb parts of the ion–ion, electron–ion and Hartree energies are

\[
\frac{Q^2v_0}{2\Omega}-\frac{Q^2v_0}{\Omega}+\frac{Q^2v_0}{2\Omega}=0 .
\]

They cancel before \(\kappa\to0\) is taken. The Ewald energy is what remains of the ion–ion part, so the Coulomb \(\mathbf G=0\) terms must also be left out of the other two energies.

One finite term survives. Inside the core, the local pseudopotential \(V_s^{\rm loc}\) differs from \(-Z_s/r\), and the average of this difference acts on all \(Q\) electrons:

\[
E_0=\frac{Q}{\Omega}\sum_s\int\left[V_s^{\rm loc}(r)+\frac{Z_s}{r}\right]d^3r .
\]

It depends on the pseudopotential and is not part of the \(-8.400\) hartree. If the number of electrons differs from \(Q\), the cancellation above fails, and the energy of a charged cell needs a separate definition. If the cores overlap, the point-charge repulsion itself needs a correction. A finite crystal with a macroscopic field also lies outside the periodic conditions used here.

## Computed values

```
lattice constant a = 10.26 bohr, ion charge Z = 4
primitive cell volume = 270.0114 bohr^3
splitting parameter eta = 0.30 bohr^-1
real-space shells: distance (bohr), neighbours, energy (hartree)
  4.4427  4  0.856353
  7.2549  12  0.055151
  8.5071  12  0.006930
  10.2600  6  0.000126
reciprocal shells: G^2 (bohr^-2), vectors, |S|^2/Z^2, energy (hartree)
  1.1251  8  2.0  0.232582
  1.5001  6  0.0  0.000000
  3.0002  12  4.0  0.001431
  4.1253  24  2.0  0.000046
converged real-space term = 0.918599 hartree
converged reciprocal term = 0.234058 hartree
converged background term = -4.136902 hartree
converged self term = -5.416220 hartree
sum of listed shells and constants = -8.400504 hartree
converged Ewald energy per primitive cell = -8.400465 hartree
the same energy = -228.588 eV
energy per conventional cubic cell = -33.6019 hartree
eta (bohr^-1), total, total without background term (hartree)
  0.25  -8.400465  -2.443326
  0.30  -8.400465  -4.263563
  0.40  -8.400465  -6.073457
  0.55  -8.400465  -7.169651
kappa (bohr^-1), screened direct energy (hartree)
  0.15  -6.268685
  0.20  -5.673725
  0.25  -5.132954
  0.30  -4.643390
  0.35  -4.201696
direct sum extrapolated to kappa = 0: -8.400466 hartree
low-symmetry cell, Ewald = -4.537894 hartree
low-symmetry cell, direct limit = -4.537894 hartree
structure constant C = -E a/Z^2 = 5.386798
energy at 1.1 a = -7.636786 hartree
ion-sphere radius = 3.1824 bohr
ion-sphere estimate per primitive cell = -9.0498 hartree
```
